# Multiple-Scattering X-ray Absorption Formula for Muffin-Tin Potentials, part 2

An X-ray photon of angular frequency $\omega$ lifts an electron of mass $m$ from a real core orbital $\phi_c$ of energy $E_c$ to energy $E=E_c+\hbar\omega=\hbar^2k^2/2m>0$. We seek the cross-section $\sigma$ per core electron for polarization along the real unit vector $\boldsymbol\varepsilon$. The potential is real and spherically symmetric inside non-overlapping spheres with centres $\mathbf R_i$ and radii $a_i$, and zero elsewhere. The absorber, sphere 0 at the origin, contains $\phi_c$. With final states $f$, the fine-structure constant $\alpha$ and the outgoing Green function $g$,

$$\sigma=4\pi^2\alpha\hbar\omega\sum_f|\langle f|\boldsymbol\varepsilon\cdot\mathbf r|c\rangle|^2\,\delta(E_f-E).\tag{1}$$

$$\sigma=-\frac{8\pi\alpha m\omega}{\hbar}\,\mathrm{Im}\iint \phi_c(\mathbf r)\,\boldsymbol\varepsilon\cdot\mathbf r\;g(\mathbf r,\mathbf r')\;\boldsymbol\varepsilon\cdot\mathbf r'\,\phi_c(\mathbf r')\,d^3r\,d^3r'.\tag{3}$$

Here $L=(l,\mu)$, $Y_L$ is a real orthonormal harmonic, $\mathbf r_i=\mathbf r-\mathbf R_i$ and $\mathbf R_{ij}=\mathbf R_i-\mathbf R_j$. With spherical Bessel functions $j_l$, $n_l$ and $h_l=j_l+in_l$, the free waves are $j_L(\mathbf r)=j_l(kr)Y_L(\hat{\mathbf r})$ and $\tilde h_L(\mathbf r)=-ik\,h_l(kr)Y_L(\hat{\mathbf r})$. The symmetric matrix $G^{ij}$, with $G^{ii}=0$, re-expands outgoing waves from site $j$ in regular waves about site $i$. With $C_{LL'L''}=\int Y_LY_{L'}Y_{L''}\,d\hat{\mathbf q}$,

$$G^{ij}_{LL'}=-4\pi ik\sum_{L''}i^{\,l+l''-l'}C_{LL'L''}\,h_{l''}(kR_{ij})\,Y_{L''}(\hat{\mathbf R}_{ij}),\qquad i\ne j.\tag{7}$$

For large $kR_{ij}$,

$$G^{ij}_{LL'}\simeq-4\pi\,i^{\,l-l'}\,\frac{e^{ikR_{ij}}}{R_{ij}}\,Y_L(\hat{\mathbf R}_{ij})\,Y_{L'}(\hat{\mathbf R}_{ij}).\tag{9}$$

In each sphere, with phase shift $\delta_l$, the regular radial solution $R_l$ matches at the edge

$$R_l=j_l+t_l\,(-ikh_l),\qquad t_l=-\frac{1}{k}\,e^{i\delta_l}\sin\delta_l.\tag{11}$$

Hence $1/t_l=-k\cot\delta_l+ik$. The real function $Z_l=R_l/t_l$ matches $-k\cot\delta_l\,j_l+k\,n_l$. The solutions $J_l$ and $H_l$ match $j_l$ and $-ikh_l$, so that

$$Z_l=\frac{J_l}{t_l}+H_l.\tag{14}$$

We write $Z_L(\mathbf r)=Z_l(r)Y_L(\hat{\mathbf r})$, and likewise $R_L$. The single-sphere Green function is

$$g_1(\mathbf r,\mathbf r')=\sum_L R_l(r_<)H_l(r_>)\,Y_L(\hat{\mathbf r})Y_L(\hat{\mathbf r}').\tag{15}$$

For a source at $\mathbf r'$ in sphere 0, the columns $b^i$ and $B^i$ hold the incident and outgoing amplitudes at site $i$:

$$b^i=\sum_{j\ne i}G^{ij}B^j.\tag{16}$$

$$B^i=t^i\,[\,b^i+\delta_{i0}Z(\mathbf r')\,].\tag{17}$$

$$B^i=\tau^{i0}Z(\mathbf r'),\qquad \tau=(t^{-1}-G)^{-1},\tag{18}$$

where $t$ is diagonal in site and angular momentum. Inside sphere 0, $g-g_1=\sum_LR_L(\mathbf r)\,b^0_L$.

### The Green function in the absorber

In sphere 0 we have $g=g_1+\sum_LR_L(\mathbf r)\,b^0_L$. Equation (17) gives $t^0b^0=B^0-t^0Z(\mathbf r')$, and $R_L=Z_Lt^0_l$, so

$$\sum_LR_L(\mathbf r)b^0_L=\sum_{LL'}Z_L(\mathbf r)\,\tau^{00}_{LL'}\,Z_{L'}(\mathbf r')-\sum_LZ_L(\mathbf r)\,t^0_l\,Z_L(\mathbf r').$$

In $g_1$ we replace $R_l$ by $t^0_lZ_l$ and, from (14), $H_l$ by $Z_l-J_l/t^0_l$:

$$g_1=\sum_LZ_L(\mathbf r)\,t^0_l\,Z_L(\mathbf r')-\sum_LZ_l(r_<)J_l(r_>)\,Y_L(\hat{\mathbf r})Y_L(\hat{\mathbf r}').$$

The terms with $t^0_l$ cancel in the sum, and

$$g(\mathbf r,\mathbf r')=\sum_{LL'}Z_L(\mathbf r)\,\tau^{00}_{LL'}\,Z_{L'}(\mathbf r')-\sum_LZ_l(r_<)J_l(r_>)\,Y_L(\hat{\mathbf r})Y_L(\hat{\mathbf r}').\tag{19}$$

The environment enters through $\tau^{00}$ alone. The second sum contains only functions of the absorber. The two sums are to be taken with the same angular cutoff and added before the cutoff is raised, because they need not converge separately. If the potential vanishes in an outer shell of the sphere, for example, the part $-k\cot\delta_l\,j_l$ of $Z_l$ makes the terms of the second sum grow with $l$ there. A core orbital of definite angular momentum couples through the dipole operator to only a few values of $l$, so this does not affect the absorption.

### The absorption formula

For a real potential $Z_l$ and $J_l$ are real, so the second sum in (19) does not contribute to the imaginary part in (3). With the real matrix elements

$$M_L=\int Z_L(\mathbf r)\,\boldsymbol\varepsilon\cdot\mathbf r\,\phi_c(\mathbf r)\,d^3r,$$

the cross-section per core electron is

$$\boxed{\;\sigma(\omega)=-\frac{8\pi\alpha m\omega}{\hbar}\sum_{LL'}M_LM_{L'}\,\mathrm{Im}\,\tau^{00}_{LL'},\qquad\tau=(t^{-1}-G)^{-1}\;}\tag{20}$$

The units agree: $M_L^2$ is a volume, $\tau$ a length and $m\omega/\hbar$ an inverse area, which leaves an area.

If the potential is complex, for instance to describe losses, $Z_l$ and $J_l$ are complex. One must then return to (19) and take the imaginary part of the whole double integral. The derivation assumes $E>0$. Bound final states at $E<0$, where they exist, give discrete lines, which are not treated here.

If some $t_l$ vanishes, $Z_l$ does not exist, but the absorption remains finite. Factoring the inverse gives $\tau=[t^{-1}(1-tG)]^{-1}=(1-tG)^{-1}t$, and thus $\tau=t+tXt$ with $X=G(1-tG)^{-1}$. Then $g=g_1+\sum R_L(\mathbf r)X^{00}_{LL'}R_{L'}(\mathbf r')$, which contains no division by $t_l$.

For an $s$ core, $\phi_c=u_c(r)/(r\sqrt{4\pi})$. The polarization factor is $\boldsymbol\varepsilon\cdot\mathbf r=r\sqrt{4\pi/3}\sum_\mu\varepsilon_\mu Y_{1\mu}$, where $\mu$ labels the Cartesian components. Hence $l=1$ alone survives, and

$$M_{1\mu}=\frac{\varepsilon_\mu D}{\sqrt3},\qquad D=\int_0^{a_0}r^2Z_1(r)\,u_c(r)\,dr.$$

With $\tau_\varepsilon=\sum_{\mu\mu'}\varepsilon_\mu\tau^{00}_{1\mu,1\mu'}\varepsilon_{\mu'}$ the cross-section becomes

$$\sigma=-\frac{8\pi\alpha m\omega}{3\hbar}\,D^2\,\mathrm{Im}\,\tau_\varepsilon.\tag{21}$$

Without neighbours $\tau_\varepsilon=t_1$, and $-\mathrm{Im}\,t_1=\sin^2\delta_1/k$. The ratio to the isolated absorber with the same potential is therefore $\sigma/\sigma_0=\mathrm{Im}\,\tau_\varepsilon/\mathrm{Im}\,t_1$.

### Why the absorption is not negative

The minus sign in (20) calls for a check. Let a plane wave $e^{i\mathbf q\cdot\mathbf r}$ with $|\mathbf q|=k$ fall on the cluster. Its regular amplitudes about site $i$ are $a^i_L=4\pi i^lY_L(\hat{\mathbf q})e^{i\mathbf q\cdot\mathbf R_i}$. Now $b=a+GB$ and $B=tb$, so $B=\tau a$. Consider the matrix

$$N^{ij}_{LL'}=\frac1{16\pi^2}\int d\hat{\mathbf q}\,a^i_L\,a^{j*}_{L'}=i^{\,l-l'}\int d\hat{\mathbf q}\,Y_LY_{L'}\,e^{i\mathbf q\cdot\mathbf R_{ij}}.$$

For $i=j$ it is the unit matrix. For $i\ne j$ the plane-wave expansion gives $4\pi\sum_{L''}i^{\,l-l'+l''}C_{LL'L''}\,j_{L''}(\mathbf R_{ij})$, which by (7) equals $-\mathrm{Im}\,G^{ij}_{LL'}/k$, since the powers of $i$ that occur are real. Together with $\mathrm{Im}\,t_l^{-1}=k$ this yields $\mathrm{Im}(t^{-1}-G)=kN$.

As $t^{-1}-G$ is symmetric, so is $\tau$, and $\tau^\dagger=\tau^*$. Therefore

$$2i\,\mathrm{Im}\,\tau=\tau-\tau^\dagger=\tau\,[(\tau^\dagger)^{-1}-\tau^{-1}]\,\tau^\dagger=-2ik\,\tau N\tau^\dagger,$$

$$-\mathrm{Im}\,\tau=\frac{k}{16\pi^2}\int d\hat{\mathbf q}\,B\,B^\dagger.\tag{22}$$

Inserted in (20), this is an integral of $|\sum_LM_LB^0_L|^2$, which cannot be negative. It is also the golden rule written with scattering states. Inside sphere 0 such a state is $\sum_LZ_LB^0_L$, and the sum over states at energy $E$ is $mk/(8\pi^3\hbar^2)\int d\hat{\mathbf q}$. Equation (1) then has the prefactor $\alpha m\omega k/(2\pi\hbar)$, the same as (20) with (22).

The same relation shows that the inverse exists for a finite angular cutoff. Suppose $(t^{-1}-G)B=0$. Then $B^\dagger NB=0$, and the outgoing field $\sum\tilde h_L(\mathbf r_j)B^j_L$ has no amplitude in any far direction. Expanded about a common origin outside a large sphere, it has only zero coefficients, so it vanishes there. By analytic continuation it vanishes everywhere away from the centres. Finite sums of outgoing multipoles are singular at their own centres, so every $B^j_L$ is zero.

### Scattering paths and their range of use

From $(1-tG)\tau=t$ follows $\tau=t+tG\tau$, and repeated insertion gives

$$\tau=t+tGt+tGtGt+\dots\tag{23}$$

Each factor $G$ is a flight between two sites. In $\tau^{00}$ the term with one $G$ is zero, because $G^{00}=0$. The term with two is a trip to a neighbour and back. After $n$ factors the remainder is $(tG)^{n+1}\tau$. For a finite matrix it tends to zero if every eigenvalue of $tG$ has modulus below one. If the largest modulus exceeds one, the matrix series diverges, while the inverse in (18) still gives the answer.

The two-flight term has a simple form when $kR_j$ is large. Let neighbour $j$ lie at distance $R_j$, at angle $\theta_j$ to $\boldsymbol\varepsilon$. Insert (9) in $t_1^2\,G^{0j}t^jG^{j0}$. The two polarization harmonics point in opposite directions and give $-(3/4\pi)\cos^2\theta_j$. The sum over the neighbour's waves is $\sum_l(2l+1)(-1)^lt^j_l/(4\pi)$. With the backscattering amplitude $f_j(\pi)=-\sum_l(2l+1)(-1)^lt^j_l$,

$$\tau_\varepsilon-t_1\simeq t_1^2\sum_j\frac{3\cos^2\theta_j}{R_j^2}\,f_j(\pi)\,e^{2ikR_j}.$$

Since $t_1^2=e^{2i\delta_1}\sin^2\delta_1/k^2$ and $\mathrm{Im}\,t_1=-\sin^2\delta_1/k$, division gives

$$\frac{\sigma}{\sigma_0}-1\simeq-\sum_j\frac{3\cos^2\theta_j}{kR_j^2}\,\mathrm{Im}\left[f_j(\pi)\,e^{2ikR_j+2i\delta_1}\right].\tag{24}$$

The phase $2kR_j$ belongs to the way out and back. When $kR_j$ is not large, (9) and hence (24) lose their basis. One must then use the exact $G$ of (7), either in as many terms of (23) as are needed or in the inverse (18), which still applies when the series diverges.

### A worked cluster

The model absorber has the potential $-(6e^2/4\pi\epsilon_0r)(1-r/a)^2$ inside $a=1$ Å. Two neighbours of the same radius have wells $-V_j(1-r^2/a^2)^2$. They lie on opposite sides of the absorber on one line: $V_1=30$ eV at 2.0 Å and $V_2=20$ eV at 2.4 Å. The lowest $s$ orbital of the absorber, made to vanish at the sphere edge, has $E_c=-328.53$ eV.

At $E=10$ eV, $\hbar^2/2m=3.80998$ eV Å$^2$ gives $k=\sqrt{10/3.80998}=1.6201$ Å$^{-1}$, and the photon energy is 338.53 eV. The absorber has $\delta_1=-0.9468$ modulo $\pi$, so $t_1=0.2927-0.4066i$ Å. The radial integral is $D=-0.09899$ Å$^{3/2}$. Inversion with angular momenta up to 6 gives $\tau_\varepsilon=0.3956-0.3546i$ Å for polarization along the line.

In (21) we use $8\pi\alpha m\omega/\hbar=4\pi\alpha\,\hbar\omega/(\hbar^2/2m)$. With $\alpha$ taken from the program's table of constants, $\hbar\omega=338.53$ eV and $\hbar^2/2m=3.80998$ eV Å$^2$, this is $8.148$ Å$^{-2}$, and

$$\sigma=8.148\times\frac{(0.09899)^2}{3}\times0.3546\ \text{Å}^2=9.44\times10^{-3}\ \text{Å}^2.$$

This is $94.4\times10^{-24}$ m$^2$, or 0.944 megabarn, per core electron. The ratio to the isolated absorber is $0.3546/0.4066=0.872$. Cutoffs at $l=1$, 2 and 3 give 0.881, 0.873 and 0.872.

The cross-sections, in $10^{-24}$ m$^2$, are:

| $E$ (eV) | isolated | along | across |
|---|---|---|---|
| 5 | 401.8 | 348.7 | 397.0 |
| 10 | 108.2 | 94.4 | 109.0 |
| 15 | 66.5 | 60.2 | 66.3 |
| 20 | 51.7 | 52.0 | 51.6 |
| 30 | 39.8 | 39.8 | 39.8 |
| 40 | 34.7 | 34.4 | 34.7 |

The steep fall is already present in the isolated absorber. At these six energies the neighbours change the absorption by up to 13% along the line and by at most about 1% across it, relative to the isolated value. The table is too coarse to bound the effect: at 6.5 eV, between its first two rows, the inverse (18) raises the absorption along the line by about 89%. That the change at the six tabulated energies is smaller across the line agrees with (24), where $\cos^2\theta_j$ vanishes for that polarization; the small changes that remain lie outside that leading form. Equation (24) is not quantitative for this cluster. At 10 eV, where $kR_j$ is only 3.2 and 3.9, it gives $+0.03$ along the line, while the inverse gives $-0.128$.

At 10 eV the largest eigenvalue modulus of $tG$ is 0.48. The path series for the ratio along the line gives 0.923 with two flights, 0.937 with three, 0.878 with four and 0.872 with six. At 40 eV the modulus is 0.12, and two flights already give 0.992, the value of the full inverse to three digits. At 5 eV it is 0.95, and the series along the line converges slowly: it gives 1.42 with two flights, 0.85 with ten and 0.88 with fifty, against 0.868 from the inverse. That eigenvalue belongs to waves symmetric about the line. For polarization across the line the relevant modulus is 0.14, and two flights already give the full ratio 0.988. None of the six energies lies on the divergent side, but lower energies do: the modulus exceeds one at 4.6 eV and reaches 1.05 near 3.9 eV, where the matrix series diverges and the inverse (18) must be used.

The numerical check solves the Schrödinger equation of the whole cluster on a radial grid, without $t$, $G$ or $\tau$. At 10 and 30 eV, for both polarizations, its complex matrix element of $g$ differs from (19) by at most $1.3\times10^{-6}$ of the grid value, and the imaginary part alone by at most $1.6\times10^{-6}$ of the grid's imaginary part; the program asserts the looser bounds $10^{-3}$ and $2\times10^{-3}$. Since real parts are compared too, the term with $J_l$ is tested as well.

## Computed values

```
hbar^2/2m = 3.80998 eV A^2; e^2/(4 pi eps0) = 14.3996 eV A
absorber charge number = 6; sphere radii = 1.0 A
well depths = 30, 20 eV; distances = 2.0, 2.4 A
line direction = [0.3333 0.6667 0.6667] ; across = [ 0.6667  0.3333 -0.6667]
core energy = -328.531 eV; radial-grid value = -328.516 eV
core probability beyond 0.8 A = 4.12e-06
angular cutoff of tau: l = 6; of grid check: l = 30
At E = 10 eV: k = 1.62009 1/A, photon = 338.531 eV
  absorber: delta_0..3 (mod pi) = 1.41693 -0.94684 0.00751 0.00016 rad
  well 1: delta_0..3 (mod pi) = 1.02422 0.10199 0.00408 0.00011 rad
  well 2: delta_0..3 (mod pi) = 0.65052 0.06046 0.00262 0.00007 rad
  radial integral D = -0.098985 A^(3/2)
  t_1 absorber = 0.292677 -0.406551i A
  tau00 along = 0.395562 -0.354602i A
  tau00 across = 0.294624 -0.409757i A
Cross-section per core electron in 1e-24 m^2 (energies in eV):
  E  photon  isolated  along  across  radius of tG (no unit)
  5  333.53  401.8336  348.7384  397.0488  0.9477
  10  338.53  108.1895  94.3650  109.0426  0.4836
  15  343.53  66.4559  60.2106  66.3188  0.3215
  20  348.53  51.7279  51.9699  51.5705  0.2150
  30  358.53  39.8203  39.7535  39.8319  0.1144
  40  368.53  34.6583  34.3896  34.6652  0.1231
along, E = 10 eV: 0.94365 megabarn
Ratio along/isolated at E = 10 eV by angular cutoff (no unit):
  l1: 0.88097  l2: 0.87264  l3: 0.87226  l4: 0.87223  l5: 0.87222  l6: 0.87222
Ratio along/isolated, path series with 1..6 factors G (no unit):
  E = 10 eV: 1.00000 0.92269 0.93687 0.87834 0.87483 0.87214 ; full inverse 0.87222
  E = 40 eV: 1.00000 0.99214 0.99223 0.99225 0.99225 0.99225 ; full inverse 0.99225
Matrix element of g in A^4: tau formula | radial grid
  10 eV along: 1.3011e-03 -1.1581e-03i | 1.3011e-03 -1.1581e-03i
  10 eV across: 9.7141e-04 -1.3383e-03i | 9.7141e-04 -1.3383e-03i
  30 eV along: 3.0486e-04 -4.6068e-04i | 3.0486e-04 -4.6068e-04i
  30 eV across: 2.9821e-04 -4.6159e-04i | 2.9821e-04 -4.6159e-04i
  10 eV isolated: 9.6506e-04 -1.3278e-03i | 9.6506e-04 -1.3278e-03i
largest relative difference: imaginary part 1.6e-06, complex value 1.3e-06
relative error: re-expansion 3.1e-08, sum over scattering states 1.6e-12
```
